# Decay and interpolation of Wannier electron-phonon matrix elements in insulators, part 3

The problem is how the electron-phonon matrix element of a three-dimensional insulator decays in a Wannier basis, and how well it interpolates from \(N^3\) phonon wavevectors. A self-consistent model tests the results. Formulas use Hartree atomic units with electron charge \(-1\); model numbers are in eV and ångström, with couplings multiplied by \(e^2=14.3996\) eV Å.

The atom at \(\boldsymbol\tau\) is displaced; \(\partial V_{\mathbf R_p}\) is the screened-potential derivative for its copy in cell \(\mathbf R_p\). Orthonormal Wannier functions, with \(w_{m\mathbf 0}\) concentrated near \(\mathbf r_m\), give \(g_{mn}(\mathbf R_e,\mathbf R_p)=\langle w_{m\mathbf 0}|\,\partial V_{\mathbf R_p}\,|w_{n\mathbf R_e}\rangle\) and \(g_{mn}(\mathbf R_e,\mathbf q)=\sum_{\mathbf R_p}e^{i\mathbf q\cdot\mathbf R_p}g_{mn}(\mathbf R_e,\mathbf R_p)\). Let \(\delta\equiv\delta_{mn}\,\delta_{\mathbf R_e,\mathbf 0}\) and \(\mathbf d=\mathbf r_m-\boldsymbol\tau-\mathbf R_p\).
\[
|g_{mn}(\mathbf R_e,\mathbf R_p)|\le \sup|\partial V|\;O_{mn}(\mathbf R_e),\qquad O_{mn}(\mathbf R_e)=\int|w_{m\mathbf 0}(\mathbf r)|\,|w_{n\mathbf R_e}(\mathbf r)|\,d^3r .\tag{3}
\]

With \(\mathbf K=\mathbf q+\mathbf G\), the first-order charge gives the potential \(\varphi(\mathbf K)=4\pi\rho(\mathbf K)/K^2\). Short-circuit (sc) means \(\varphi_0\equiv\varphi(\mathbf q)\) held at zero; \(\rho(\mathbf q)=\rho^{\rm sc}(\mathbf q)+\tilde\chi(\mathbf q)\,\varphi_0\) and \(\Omega\rho^{\rm sc}(\mathbf q)=e^{-i\mathbf q\cdot\boldsymbol\tau}\bar\rho(\mathbf q)\).
\[
\varphi_0=\frac{4\pi\rho^{\rm sc}(\mathbf q)}{q^2-4\pi\tilde\chi(\mathbf q)}.\tag{6}
\]
\[
q^2-4\pi\tilde\chi(\mathbf q)=\mathbf q\cdot\varepsilon\cdot\mathbf q+O(q^4).\tag{7}
\]
\[
\bar\rho(\mathbf q)=-i\,\mathbf q\cdot\mathbf Z^*-\tfrac12\,\mathbf q\cdot Q\cdot\mathbf q+O(q^3).\tag{8}
\]
Here \(\varepsilon\) is the dielectric tensor, \(\mathbf Z^*\) the Born charge and \(Q\) the dynamical quadrupole. The pair probes \(\varphi_0\) through \(B(\mathbf q)=\langle w_{m\mathbf 0}|e^{i\mathbf q\cdot\mathbf r}+\ell_{\mathbf q}|w_{n\mathbf R_e}\rangle\), where \(\ell_{\mathbf q}=i\mathbf q\cdot\boldsymbol\lambda(\mathbf r)+O(q^2)\) is the induced microscopic potential.
\[
B(\mathbf q)=e^{i\mathbf q\cdot\mathbf r_m}\left[\delta+i\,\mathbf q\cdot\mathbf D+O(q^2)\right],\qquad
\mathbf D=\langle w_{m\mathbf 0}|\mathbf r-\mathbf r_m|w_{n\mathbf R_e}\rangle+\mathbf L,\qquad \mathbf L=\langle w_{m\mathbf 0}|\boldsymbol\lambda|w_{n\mathbf R_e}\rangle .\tag{9}
\]
\[
M_{\beta\gamma}=\tfrac12\delta\,Q_{\beta\gamma}-\tfrac12\left(Z^*_\beta D_\gamma+Z^*_\gamma D_\beta\right),\tag{10}
\]
\[
g(\mathbf R_e,\mathbf q)=g^{\rm sc}(\mathbf R_e,\mathbf q)+e^{i\mathbf q\cdot(\mathbf r_m-\boldsymbol\tau)}\left[h_{-1}(\mathbf q)+h_0(\mathbf q)+O(q)\right],
\]
\[
h_{-1}=\frac{4\pi}{\Omega}\,\frac{i\delta\,\mathbf q\cdot\mathbf Z^*}{\mathbf q\cdot\varepsilon\cdot\mathbf q},\qquad
h_0=\frac{4\pi}{\Omega}\,\frac{\mathbf q\cdot M\cdot\mathbf q}{\mathbf q\cdot\varepsilon\cdot\mathbf q}.\tag{11}
\]

With \(W(\mathbf d)=1/(\sqrt{\det\varepsilon}\;\varrho)\), \(\varrho^2=\mathbf d\cdot\varepsilon^{-1}\cdot\mathbf d\) and \(\mathbf y=\varepsilon^{-1}\mathbf d\),
\[
g_{mn}(\mathbf R_e,\mathbf R_p)=\delta\;\mathbf Z^*\cdot\nabla W(\mathbf d)-M_{\beta\gamma}\,\partial_\beta\partial_\gamma W(\mathbf d)+O(d^{-4}),\tag{13}
\]
\[
\partial_\beta W=-\frac{y_\beta}{\sqrt{\det\varepsilon}\,\varrho^3},\qquad
\partial_\beta\partial_\gamma W=\frac1{\sqrt{\det\varepsilon}}\left(\frac{3y_\beta y_\gamma}{\varrho^5}-\frac{\varepsilon^{-1}_{\beta\gamma}}{\varrho^3}\right).\tag{14}
\]

For mesh points \(\mathbf q'\), \(\mathbf R\) standing for \(\mathbf R_p\), the supercell's Wigner-Seitz box and boundary-sharing weights \(\omega_{\mathbf R}\),
\[
g_N(\mathbf R)=\frac1{N^3}\sum_{\mathbf q'}e^{-i\mathbf q'\cdot\mathbf R}g(\mathbf q'),\qquad
I_N(\mathbf q)=\sum_{\mathbf R\in\text{box}}\omega_{\mathbf R}\,e^{i\mathbf q\cdot\mathbf R}g_N(\mathbf R),\tag{15}
\]
\[
g_N(\mathbf R)=g(\mathbf R)+\frac{c_3(\mathbf R)}{N^3}+\frac{c_5(\mathbf R)}{N^5}+\dots\tag{17}
\]
With \(h_{-1}\) absent or removed,
\[
\sup_{\mathbf q}|g-I_N|\ \ge\ \tfrac12\left(\max_{\hat{\mathbf q}}h_0-\min_{\hat{\mathbf q}}h_0\right)\quad\text{for all }N.\tag{18}
\]
For lowest singular degree \(j\), to leading order,
\[
g-I_N\big|_{\mathbf q=\mathbf x/N}=N^{-j}\,\mathcal E_j(\mathbf x),\tag{19}
\]
On a reciprocal axis, \(x\) mesh steps out, interpolation misses the fraction \(\operatorname{sinc}x=\sin\pi x/(\pi x)\) of the singular term. The cure subtracts, then restores,
\[
g^{\rm L}(\mathbf q)=\frac{4\pi}{\Omega}\sum_{\mathbf G,\ \mathbf K\ne0}e^{i\mathbf K\cdot(\mathbf r_m-\boldsymbol\tau)}\,\frac{i\delta\,\mathbf K\cdot\mathbf Z^*+\mathbf K\cdot M\cdot\mathbf K}{\mathbf K\cdot\varepsilon\cdot\mathbf K}\;e^{-\mathbf K\cdot\varepsilon\cdot\mathbf K/4\eta^2}.\tag{20}
\]

The model lattice is tetragonal: \(a=3.0\) Å, \(c=3.6\) Å, \(\Omega=32.40\) Å\(^3\). Each site carries a cloud of polarizability \(\alpha=4.0\) Å\(^3\) and induced dipole \(\mathbf p\,e^{i\mathbf q\cdot\mathbf R}\). An ion, \(Z=2.0\), at fractional position \((0.30,0.20,0.35)\) is displaced along \(x\). Both have Gaussian profiles, \(s=1.0\) Å, \(f(K)=e^{-K^2s^2/2}\). The self-field constant is \(\gamma=0.0940\) Å\(^{-3}\); exchange-correlation is absent.
\[
\rho(\mathbf K)=\frac{f(K)}{\Omega}\,(-i\mathbf K)\cdot\left[Z\hat{\mathbf x}\,e^{-i\mathbf K\cdot\boldsymbol\tau}+\mathbf p\right].\tag{21}
\]
\[
\left[\left(\frac1\alpha-\gamma\right)\mathbb 1+\frac{4\pi}\Omega\sum_{\mathbf G}\frac{\mathbf K\mathbf K}{K^2}f^2\right]\mathbf p=-\frac{4\pi Z}{\Omega}\sum_{\mathbf G}\frac{\mathbf K K_x}{K^2}f^2e^{-i\mathbf K\cdot\boldsymbol\tau}.\tag{22}
\]
The coupling is \(g=-\sum_{\mathbf G}\varphi(\mathbf K)F(\mathbf K)\), with \(F(\mathbf K)=\int w_{m\mathbf 0}w_{n\mathbf R_e}e^{i\mathbf K\cdot\mathbf r}d^3r\).

In this model the elimination of \(\varphi_0\) is exact and visible. Let \(A(\mathbf q)\) be the inverse of the matrix in (22) with the \(\mathbf G=0\) term left out. Its elements are built from entire functions divided by \(K^2\ne0\), and the matrix is positive definite at \(\mathbf q=0\), so \(A\) is analytic there. Relabelling \(\mathbf G\to-\mathbf G\) shows that it is even. The \(\mathbf G=0\) terms on both sides of (22) together form the field \(-i\mathbf q\varphi_0f\), so \(\mathbf p=\mathbf p^{\rm sc}-i\varphi_0fA\mathbf q\). Inserted in (21) at \(\mathbf G=0\), this gives \(\tilde\chi=-f^2\,\mathbf q\cdot A\cdot\mathbf q/\Omega\) and \(\varepsilon=1+4\pi A(0)/\Omega\). The short-circuit charge is \(\bar\rho=-if\,\mathbf q\cdot\mathbf P(\mathbf q)\) with \(\mathbf P=Z\hat{\mathbf x}+e^{i\mathbf q\cdot\boldsymbol\tau}\mathbf p^{\rm sc}\). Since \(f=1+O(q^2)\), comparison with (8) gives \(\mathbf Z^*=\mathbf P(0)\) and \(-iq_\beta q_\gamma\partial_\gamma P_\beta=-\tfrac12q_\beta q_\gamma Q_{\beta\gamma}\), that is \(Q_{\beta\gamma}=i(\partial_\gamma P_\beta+\partial_\beta P_\gamma)\). The local field comes from the dipoles \(-i\varphi_0A\mathbf q\), whose \(\mathbf G\ne0\) potential \((4\pi/\Omega)(-i\mathbf G\cdot\mathbf p)f/G^2\) has the matrix element \(\varphi_0(-i)^2(4\pi/\Omega)\,\mathbf q\cdot A\sum_{\mathbf G\neq0}\mathbf GfF/G^2\). Writing \((-i)^2=i\cdot i\) and comparing with (9),
\[
\mathbf L=\frac{4\pi i}{\Omega}A(0)\sum_{\mathbf G\ne0}\frac{\mathbf G\,f(G)F(\mathbf G)}{G^2},
\]
which is real for real Wannier functions because \(F(-\mathbf G)=F(\mathbf G)^*\).

The Wannier functions are centred on the ion, \(\mathbf r_m=\boldsymbol\tau\), so \(\mathbf d=-\mathbf R_p\). They are built by Löwdin orthonormalization from an \(s\) orbital \(\propto e^{-r^2/2\sigma^2}\) and a \(p_x\) orbital \(\propto xe^{-r^2/2\sigma^2}\) with \(\sigma=1.0\) Å. Both factorize in \(x,y,z\), so the overlap matrix and its inverse square root factorize too. Along \(x\) the normalized factors are \(\chi_s\) and \(\chi_p=\sqrt2(x/\sigma)\chi_s\). The product of two Gaussians a distance \(t=na\) apart is \(e_n=e^{-t^2/4\sigma^2}\) times a normalized Gaussian of variance \(\sigma^2/2\) about the midpoint. Averaging \(1\), \(\sqrt2(x-t)/\sigma\) and \(2x(x-t)/\sigma^2\) over that Gaussian gives
\[
S_{ss}(n)=e_n,\qquad S_{sp}(n)=-S_{ps}(n)=-\frac{t}{\sqrt2\sigma}e_n,\qquad S_{pp}(n)=\left(1-\frac{t^2}{2\sigma^2}\right)e_n .
\]
The expansion coefficients of the Löwdin functions are the Fourier coefficients of \(S(k)^{-1/2}\), with \(S(k)=\sum_ne^{ikn}S(n)\) entire in \(k\). The contour of the Fourier integral can be moved off the real axis until an eigenvalue of \(S\) vanishes. At \(k=i\kappa\) the determinant is \(S_{ss}S_{pp}+S_{sp}^2\), each factor being summed with weight \(e^{-\kappa n}\). A bracketing root search places its zero at \(\kappa=1.1428\) per cell, or \(0.3809\) Å\(^{-1}\). Taking this simple zero as the nearest singularity, the eigenvalue is linear in the distance \(t'\) from it, and wrapping the contour around the cut gives \(\int_0^\infty t'^{-1/2}e^{-(\kappa+t')n}dt'=\sqrt{\pi/n}\,e^{-\kappa n}\). The functions decay along \(x\) as \(n^{-1/2}e^{-\kappa n}\). For \(g(\mathbf R_e,\mathbf 0)\) the potential is concentrated near the origin and samples the tail of one function, which suggests \(n^{-1/2}e^{-\kappa n}\) at leading order. For \(O\) the two tails are convolved, and \(\sum_{n'}[n'(n-n')]^{-1/2}\to\int_0^1[u(1-u)]^{-1/2}du=\pi\) leaves a pure exponential at leading order. The approach is slow: \(Oe^{\kappa n}\) is \(0.505\), \(0.439\), \(0.410\), \(0.392\) at \(n=5,10,15,20\), consistent with a constant plus a correction of order \(n^{-1/2}\).

Numerically, the Löwdin functions come from diagonalizing the overlap matrix of a chain of 61 sites on a real-space grid, the factors of \(F\) from quadrature on that grid, and (22) is solved at each \(\mathbf q\) with reciprocal indices from \(-2\) to \(2\) along each axis. Real-space elements follow by fast Fourier transform. For the pair made of \(s\) at the origin and \(p_x\) at \(\mathbf R_e=n a\hat{\mathbf x}\), on a \(24^3\) mesh, the potential sampled at four offsets along \(x\) from every ionic site reaches at most \(4.430\) eV/Å. This is a lower estimate of the supremum in (3). At \(n=0,1,2,5,10\) the overlap \(O\) is \(0.795\), \(0.212\), \(0.0616\), \(1.67\times10^{-3}\), \(4.81\times10^{-6}\), and the largest \(|g|\) over all \(\mathbf R_p\) is \(2.04\), \(0.199\), \(0.0494\), \(7.36\times10^{-4}\), \(1.91\times10^{-6}\) eV/Å. The products of the sampled maximum with \(O\) lie above these values, for instance \(4.430\times0.795=3.52\) at \(n=0\) and \(4.430\times4.81\times10^{-6}=2.1\times10^{-5}\) eV/Å at \(n=10\), where the element is about eleven times smaller. The inequality guarantees decay at least as fast as that of \(O\), and here it overestimates the size. At \(\mathbf R_p=0\) the element is \(-7.242\times10^{-4}\) at \(n=5\) and \(-1.905\times10^{-6}\) eV/Å at \(n=10\), so the rate with the prefactor removed is \(\tfrac15\ln[(7.242\times10^{-4}\sqrt5)/(1.905\times10^{-6}\sqrt{10})]=\tfrac15\ln268.8=1.119\). The overlap gives \(\tfrac15\ln(1.670\times10^{-3}/4.813\times10^{-6})=1.170\). These lie about 2% below and 2% above \(\kappa\). The values of \(O\) come from a grid of step \(a/16\). Because the modulus has kinks, a finer grid lowers them by about 0.3% at \(n=5\) and 0.6% at \(n=10\), which leaves the rate at \(1.17\). At short range the decay is irregular: \(g(\mathbf R_e,\mathbf 0)\) is \(-0.0219\) at \(n=1\) and \(-0.0216\) eV/Å at \(n=2\), and the first is nine times smaller than the maximum over \(\mathbf R_p\) for the same pair. The cause is a near cancellation between lobes of opposite sign: with \(y\) and \(z\) integrated out, the positive part of the integrand along \(x\) at \(n=1\) sums to about \(+0.212\) and the negative part to about \(-0.234\) eV/Å.

The short-circuit problem at \(\mathbf q=0\), with a central finite difference for \(\partial_\gamma P_\beta\), gives \(\varepsilon_{xx}=\varepsilon_{yy}=3.3324\), \(\varepsilon_{zz}=3.0033\), \(\mathbf Z^*=(2.0348,\,0.0013,\,0.0036)\) in units of \(e\), and \(Q_{xx},Q_{yy},Q_{zz}=0.9004,-0.0985,-0.1087\), \(Q_{xy},Q_{xz},Q_{yz}=-0.0546,-0.1886,-0.0005\) in \(e\) Å. The rigid Gaussian ion has no second moment about \(\boldsymbol\tau\) when displaced, so all of \(Q\) comes from the induced dipoles. Three pairs are followed: ss0 (\(s\) with itself, \(\delta=1\)), sp0 (\(s\) with \(p_x\) in the same cell) and sp1 (\(s\) with \(p_x\) one cell along \(+x\)). Their position dipoles point along \(x\), by the reflection symmetry of the \(y\) and \(z\) factors, and equal \(0\), \(0.6606\) and \(0.1726\) Å. Their local fields are \((-0.0915,-0.0756,-0.1898)\), \((0.0416,0.0046,0.0097)\) and \((-0.0174,0.0006,0.0012)\) Å. Subtracting \(g^{\rm sc}+h_{-1}+h_0\) from the full solution of (22), the root-mean-square remainder over eight random directions is \(0.0105\), \(0.0071\), \(0.0098\) eV/Å for the three pairs at \(q=0.02\) Å\(^{-1}\) and \(0.0053\), \(0.0035\), \(0.0049\) eV/Å at \(q=0.01\) Å\(^{-1}\). It halves with \(q\), as a degree-one term does.

For \(\mathbf R_p=R\hat{\mathbf x}\) the formulas can be evaluated by hand. With \(\mathbf d=-R\hat{\mathbf x}\), \(\varrho=R/\sqrt{\varepsilon_{xx}}\), \(y_x=-R/\varepsilon_{xx}\) and \(\sqrt{\det\varepsilon}=\varepsilon_{xx}\sqrt{\varepsilon_{zz}}\). Equation (14) gives \(\partial_xW=1/(\sqrt{\varepsilon_{xx}\varepsilon_{zz}}R^2)\), and a diagonal second-derivative matrix with entries \(2\), \(-1\) and \(-\varepsilon_{xx}/\varepsilon_{zz}\) in units of \(1/(\sqrt{\varepsilon_{xx}\varepsilon_{zz}}R^3)\). The common factor is \(e^2/\sqrt{3.3324\times3.0033}=14.3996/3.1636=4.5517\) eV Å, and \(\varepsilon_{xx}/\varepsilon_{zz}=1.1096\). The dipole coefficient of ss0 is \(4.5517\times2.0348=9.262\) eV Å, or \(0.6432\) Ha bohr. For its \(R^{-3}\) term, (10) gives \(M_{xx}=0.4502+2.0348\times0.0915=0.6364\), \(M_{yy}=-0.0493+0.0001=-0.0492\) and \(M_{zz}=-0.0544+0.0007=-0.0537\), in \(e\) Å. The coefficient is \(-4.5517\,(2\times0.6364+0.0492+1.1096\times0.0537)=-4.5517\times1.3816=-6.289\) eV Å\(^2\), or \(-0.8253\) Ha bohr\(^2\). For sp0, \(D_x=0.6606+0.0416=0.7022\) Å, \(M_{xx}=-2.0348\times0.7022=-1.4288\), the other diagonal entries are negligible, and the coefficient is \(+4.5517\times2\times1.4288=13.01\) eV Å\(^2\). For sp1, \(D_x=0.1726-0.0174=0.1552\) Å gives \(2.87\) eV Å\(^2\).

The same coefficients are extracted from the full solution without reference to \(\varepsilon\), \(\mathbf Z^*\), \(Q\) or \(\mathbf D\). Meshes with \(N=32\), \(40\) and \(48\) are transformed to real space and combined with the three weights that sum to one and cancel the \(N^{-3}\) and \(N^{-5}\) terms of (17). Because \(\mathbf d=-\mathbf R_p\), the part odd in \(\mathbf R_p\) contains \(R^{-2},R^{-4},\dots\) and the even part \(R^{-3},R^{-5},\dots\). Multiplying them by \(R^2\) and \(R^3\), and passing a quadratic in \(1/R^2\) through three points on a lattice ray, gives the leading coefficient as the intercept. Along the lattice directions \([100]\), \([001]\), \([111]\), \([1\bar10]\), the \(R^{-2}\) coefficients of ss0 come out as \(9.246\), \(0.0156\), \(4.673\), \(6.545\) eV Å, against \(9.262\), \(0.0156\), \(4.683\), \(6.545\) from (13). The \([001]\) value is small because only \(Z^*_z\) enters there, \(14.3996\times0.0036/3.3324=0.0156\). For sp0 and sp1 the \(R^{-2}\) coefficients are at most \(0.0003\) eV Å in magnitude, as orthogonality demands. The \(R^{-3}\) coefficients of ss0 are \(-6.32\), \(2.77\), \(-0.790\), \(-0.929\) eV Å\(^2\), against \(-6.29\), \(2.75\), \(-0.788\), \(-0.929\). For sp0 they are \(13.06\), \(-5.58\), \(-0.878\), \(3.175\) against \(13.01\), \(-5.56\), \(-0.869\), \(3.182\), and for sp1 \(2.884\), \(-1.226\), \(-0.206\), \(0.706\) against \(2.874\), \(-1.229\), \(-0.204\), \(0.709\). In each set the largest difference is at most 0.5% of the largest coefficient. Both parts of \(M\) are needed for ss0. Without \(\mathbf L\) the formula gives \(-4.60\), \(2.03\), \(+1.46\), \(-1.56\), with the wrong sign along \([111]\). Without \(Q\) it gives \(-1.69\), \(0.72\), \(-2.24\), \(+0.63\), with the wrong sign along \([1\bar10]\).

The approach to the asymptotic form differs among the pairs. At \(R_p=30\) Å along \(x\), (13) gives \(9.262/900-6.289/27000=0.010058\) eV/Å for ss0, and the full value is \(0.010123\), higher by 0.6% of itself. At \(15\) Å the numbers are \(0.03930\) and \(0.04064\), a difference of 3.3% of the full value. The absolute difference drops by a factor of about twenty when the distance doubles, near the sixteen of a pure \(R^{-4}\) term. For sp0 at \(30\) Å the two values are \(4.82\times10^{-4}\) and \(5.04\times10^{-4}\) eV/Å. For sp1 they are \(1.06\times10^{-4}\) and \(1.34\times10^{-4}\) eV/Å, so the leading term falls short by about a fifth of the full value, and at \(6\) Å it gives \(0.013\) against \(0.079\) eV/Å. Since the even part reproduces the \(R^{-3}\) coefficient, the excess at \(30\) Å belongs to higher orders, of which \(R^{-4}\) is the first. The sp1 density extends towards \(+x\), and its \(xx\) second moment about \(\boldsymbol\tau\) is \(0.581\) Å\(^2\). Contracted with \(\tfrac12Z^*_x\partial_x^3W=3Z^*_x/(\sqrt{\varepsilon_{xx}\varepsilon_{zz}}R^4)\) it gives \(3\times4.5517\times2.0348\times0.581/30^4=2.0\times10^{-5}\) eV/Å, about 70% of the excess of \(2.8\times10^{-5}\) eV/Å. It is not the only higher-order source: sp0 has no second moment, by parity, and still shows an excess of \(2.2\times10^{-5}\) eV/Å, which is a smaller fraction of its larger leading term.

Interpolation by (15) is carried out for \(N=8\), \(16\) and \(32\), with the short-circuit sample at the origin and \(\eta=1.0\) Å\(^{-1}\) in (20). The error against the direct solution of (22) is taken at eight points \(0.3\) mesh steps from the origin in random directions and quoted as a root mean square. For ss0, where \(|g|\) itself is \(32.2\), \(64.5\), \(129.0\) eV/Å, plain interpolation errs by \(28.1\), \(56.2\), \(112.3\) eV/Å. This is 87% of \(|g|\) at every \(N\), close to the on-axis fraction \(\operatorname{sinc}0.3=0.86\), which need not coincide with it since the points are off axis. With the dipole term subtracted the error is \(0.541\), \(0.542\), \(0.543\) eV/Å, and with both terms subtracted \(0.0664\), \(0.0331\), \(0.0165\) eV/Å. The pair sp0, with no dipole divergence, has a plain error of \(1.229\), \(1.235\), \(1.237\) eV/Å. The base-two logarithms of the ratios between \(N=32\) and \(N=16\) are \(0.999\), \(0.001\), \(-1.001\) and \(0.002\), the exponents \(1\), \(0\), \(-1\), \(0\) of (19). Very close to the origin, at \(q=10^{-5}\) Å\(^{-1}\), the largest dipole-subtracted error over the eight directions is \(1.0007\) eV/Å for all three meshes, equal to the largest value of \(h_0\) over those directions. The smallest value is \(-0.1124\), so the half spread is \((1.0007+0.1124)/2=0.557\) eV/Å, and by (18) no choice of origin sample brings the worst error below that. Eight directions do not exhaust the sphere: along \(x\), \(h_0=(4\pi/32.40)\times14.3996\times0.6364/3.3324=1.07\) eV/Å.

The link between the singularity and the slow convergence can be cut by changing one ingredient. The self-field constant \(\gamma\) is kept at its Coulomb value, so the matrix in (22) stays positive definite. Replacing \(1/K^2\) in the lattice sums of (22) and in \(\varphi(\mathbf K)\) by the Thomas-Fermi kernel \(1/(K^2+k_0^2)\), with \(k_0=1.0\) Å\(^{-1}\), turns the denominator of (6) into \(q^2+k_0^2+(4\pi/\Omega)f^2\,\mathbf q\cdot A\cdot\mathbf q\), which is positive at the origin, so \(g\) is analytic for all real \(\mathbf q\). The plain error for ss0 at \(0.3\) mesh steps then falls from \(8.47\times10^{-2}\) eV/Å at \(N=6\) to \(1.14\times10^{-3}\) eV/Å at \(N=12\), a factor of 74 for one doubling, where the fully subtracted insulator gains a factor of two. Two meshes do not establish a functional form, but analyticity implies an exponential. The rate can be estimated from a pole at imaginary wavevector. At \(\mathbf q=i\kappa_0\hat{\mathbf x}\) the \(xx\) element of the matrix in (22), with the screened kernel, vanishes at \(\kappa_0=0.483\) Å\(^{-1}\). The half-width of the box grows by \(9\) Å along \(x\), which, with power-law prefactors ignored, suggests a factor \(e^{4.34}\approx77\), close to the value found.

Numbers in the example were calculated in double precision.
